A conservative contact ladder: elimination and quadratic mesh convergence

**What dimensions fix**

A rectangular metal contact of length L and width W lies on a thin semiconductor layer. Current I enters the layer at the front edge, x = 0, flows along x and passes gradually into the metal. The layer has sheet resistance R_s, in ohm. The interface has specific contact resistivity ρ_c, in ohm times area. We want the contact resistance R = V(0)/I, where V is the layer potential measured from the metal.

If nothing varies across the width, the contact is a set of equal strips in parallel, so R is proportional to 1/W. The only length that can be made from R_s and ρ_c is the transfer length

L_T = √(ρ_c/R_s).

Hence R must have the form

R = (R_s L_T/W) F(λ), with λ = L/L_T.

A mesh of equal steps h adds one more ratio, h/L_T. The mesh error relative to R can therefore depend only on λ and h/L_T. It remains to find F and the power of h/L_T.

**The continuous contact**

Assume that the metal is an equipotential, V = 0, that the interface is ohmic, and that the potential is uniform through the layer depth. Let J(x) be the total layer current in the +x direction. Ohm's law along the layer and current loss through the interface give

V' = −(R_s/W) J,
J' = −(W/ρ_c) V,

with J(0) = I and J(L) = 0. For constant coefficients, differentiating the first equation and inserting the second gives V'' = V/L_T². The condition V'(L) = 0 selects V = A cosh((L−x)/L_T). At the front, V'(0) = −(A/L_T) sinh λ must equal −R_s I/W, which fixes A:

V(x) = I (R_s L_T/W) cosh((L−x)/L_T)/sinh λ,
R = (R_s L_T/W) coth λ.

Thus F = coth λ. For a short contact, coth λ ≈ 1/λ + λ/3, so R ≈ ρ_c/(WL) + R_s L/(3W): the whole area conducts, with a small spreading term. For a long contact R tends to √(R_s ρ_c)/W, and further length is useless because the current has already left.

The example uses rough typical values for nickel silicide on heavily doped n-type silicon: R_s = 100 ohm per square, ρ_c = 10⁻⁸ ohm cm² = 10⁶ ohm nm², L = 200 nm and W = 1000 nm. Then L_T = 100 nm, λ = 2 and R = 10.373 ohm, or 10.373 ohm µm when multiplied by the width. The long-contact limit is 10 ohm.

The far-end potential gives a second resistance, R_e = V(L)/I = R_s L_T/(W sinh λ), here 2.757 ohm. Since R/R_e = cosh λ, measuring both yields λ, and R then yields R_s L_T. This inference requires uniform coefficients and a metal at one potential.

**A ladder with four links**

Place nodes at 0, 20, 60, 120 and 200 nm. The layer between neighbouring nodes becomes a series resistor. Its first value is r_0 = R_s × 20 nm/W = 2 ohm, and the others are 4, 6 and 8 ohm.

Each node also owns the interface area out to the midpoints of its neighbouring links. The midpoints are 10, 40, 90 and 160 nm, so the owned lengths are 10, 30, 50, 70 and 40 nm. Multiplying by W/ρ_c = 0.001 S/nm gives the shunt conductances 0.01, 0.03, 0.05, 0.07 and 0.04 S.

Work from the far end. Let Y_i be the conductance to the metal seen at node i, including its own shunt and everything to its right. At the last node Y_4 = 0.04 S. Seen from node 3, this conductance lies behind 8 ohm, and a conductance Y behind a resistance r acts as 1/(r + 1/Y) = Y/(1 + rY). Therefore, in siemens,

Y_3 = 0.07 + 0.04/(1 + 8×0.04) = 0.100303
Y_2 = 0.05 + 0.100303/(1 + 6×0.100303) = 0.112618
Y_1 = 0.03 + 0.112618/(1 + 4×0.112618) = 0.107642
Y_0 = 0.01 + 0.107642/(1 + 2×0.107642) = 0.098574

The ladder resistance is 1/Y_0 = 10.145 ohm, which is 2.2% below the continuous result.

The potentials follow from left to right. For unit current v_0 = 10.145 ohm, and the divider formed by r_0 and Y_1 gives v_1 = 10.145/(1 + 2×0.107642) = 8.348 ohm. The remaining values are 5.755, 3.593 and 2.722 ohm. The shunt currents g_i v_i, as fractions of I, are 0.101, 0.250, 0.288, 0.251 and 0.109. Before rounding they add to one: the coarse mesh misplaces some current but loses none.

**The general ladder**

Let the nodes be x_0 = 0 < x_1 < … < x_N = L, with h_i = x_{i+1} − x_i. The coefficients may depend on x. Integrating V' over a link gives

V(x_i) − V(x_{i+1}) = ∫ (R_s/W) J dx.

Approximating J by one value J_i on the link gives v_i − v_{i+1} = r_i J_i. Integrating J' over the interval between the midpoints around node i, and approximating V there by v_i, gives J_{i−1} − J_i = g_i v_i. The elements are

r_i = ∫ R_s dx/W over the link,
g_i = W ∫ dx/ρ_c over the node's interval.

With I entering at node 0, the node equations are

(v_i − v_{i−1})/r_{i−1} + (v_i − v_{i+1})/r_i + g_i v_i = I δ_{i0},

where links outside the contact are absent. In the sum over all nodes each link current appears twice with opposite signs, leaving Σ g_i v_i = I. This is the meaning of conservative, and it holds for any mesh.

Elimination repeats the hand calculation. Suppose that the current entering node i+1 from the left is Y_{i+1} v_{i+1}. Then v_i = v_{i+1}(1 + r_i Y_{i+1}), and the current arriving at node i is g_i v_i + Y_{i+1} v_{i+1}. Thus

Y_N = g_N,
Y_i = g_i + Y_{i+1}/(1 + r_i Y_{i+1}),
v_0 = I/Y_0,
v_{i+1} = v_i/(1 + r_i Y_{i+1}).

This is tridiagonal elimination in another form. Eliminating row i+1 from row i leaves the pivot

d_i = g_i + 1/r_{i−1} + 1/r_i − (1/r_i²)/d_{i+1}.

If d_{i+1} = Y_{i+1} + 1/r_i, the last two terms combine to

(1/r_i)[1 − 1/(1 + r_i Y_{i+1})] = Y_{i+1}/(1 + r_i Y_{i+1}),

so d_i = Y_i + 1/r_{i−1}, as required for the next step. The work is proportional to N.

The conductance form contains no subtraction. A small relative error in Y_{i+1} is divided by 1 + r_i Y_{i+1} when it passes to the second term of Y_i, so it does not grow. An assembled matrix instead stores g_i added to the much larger 1/r_{i−1} + 1/r_i. On a uniform mesh (1/r)/g = (L_T/h)², and digits of g are lost when h is tiny. For N = 200000 the relative rounding error of R was 6×10⁻¹³ with the conductance form and 2×10⁻⁷ with a general solver applied to the assembled matrix.

**The uniform mesh solved in closed form**

For constant coefficients and equal steps, r = R_s h/W and an interior shunt is g = Wh/ρ_c, so rg = h²/L_T². The two end shunts are g/2. An interior node obeys

v_{i−1} + v_{i+1} = (2 + h²/L_T²) v_i.

The trial v_i = B cosh((N−i)θ) works if 2 cosh θ = 2 + h²/L_T², or

sinh(θ/2) = h/(2L_T).

It also satisfies the last node, where 1 − cosh θ + h²/(2L_T²) = 0. At the first node, h²/(2L_T²) = cosh θ − 1, and hence

rI/B = cosh Nθ − cosh((N−1)θ) + (cosh θ − 1) cosh Nθ
= cosh θ cosh Nθ − cosh((N−1)θ)
= sinh θ sinh Nθ.

Dividing v_0 = B cosh Nθ by I gives R_h = r coth(Nθ)/sinh θ. With sinh θ = 2 sinh(θ/2) cosh(θ/2) this becomes

R_h = (R_s L_T/W) coth(Nθ)/√(1 + h²/(4L_T²)).

Set ε = h²/L_T². For small ε, θ = √ε(1 − ε/24 + …), so Nθ ≈ λ(1 − ε/24). Because the derivative of coth λ is −1/sinh² λ, the numerator changes by the factor 1 + λε/(24 sinh λ cosh λ) = 1 + λε/(12 sinh 2λ). The square root contributes 1 − ε/8. Therefore

R_h/R − 1 ≈ −(h/L_T)² [1/8 − λ/(12 sinh 2λ)].

The bracket tends to 1/8 for a long contact and to 1/12 for a short one. At λ = 2 it is 0.1189. With N = 80, h/L_T = 0.025 and the predicted error is −7.43×10⁻⁵, which the ladder reproduces.

Relative errors of R on three kinds of mesh are:

N = 20: uniform −1.19×10⁻³, alternating −1.98×10⁻³, random −1.42×10⁻³
N = 80: uniform −7.43×10⁻⁵, alternating −1.29×10⁻⁴, random −1.09×10⁻⁴
N = 320: uniform −4.64×10⁻⁶, alternating −8.11×10⁻⁶, random −6.98×10⁻⁶

Alternating steps have widths in the ratio 1:3. Between N = 20 and 320 the observed orders are 2.00, 1.98 and 1.92. The random mesh is drawn anew for each N, so its error coefficient also changes.

On uniform meshes the closed form is even in h, so (4R_{2N} − R_N)/3 cancels the h² term. Combining N = 20 and 40 leaves a relative error of −5.6×10⁻⁷, against −3.0×10⁻⁴ for N = 40 alone.

**Why rough meshes remain second order**

Insert the exact V into the difference equation at a node with steps h₋ on its left and h₊ on its right. Taylor expansion of the two slopes gives

(V_{i+1} − V_i)/h₊ − (V_i − V_{i−1})/h₋ = (h₊ + h₋)V''/2 + (h₊² − h₋²)V'''/6 + …

After division by (h₊ + h₋)/2, the residual is (h₊ − h₋)V'''/3. It is only first order when adjacent steps stay unequal, as on the alternating mesh, where the measured order is 0.97. The solution is better than this residual suggests, and the reason is an integral identity.

Keep the coefficients constant. Let φ be continuous and linear on each link. Multiplying J' = −(W/ρ_c)V by φ and integrating by parts gives

Iφ(0) = ∫ (W/ρ_c) V φ dx − ∫ J φ' dx.

On a link φ' is constant and ∫ J dx = (W/R_s)[V(x_i) − V(x_{i+1})]. The last term, with its minus sign, is therefore

Σ [V(x_i) − V(x_{i+1})](φ_i − φ_{i+1})/r_i.

Multiplying the node equations by φ_i and summing gives the same form for v, with Σ g_i v_i φ_i in place of the integral. Subtract the two, with e_i = v_i − V(x_i):

Σ (e_i − e_{i+1})(φ_i − φ_{i+1})/r_i + Σ g_i e_i φ_i = ∫ (W/ρ_c) V φ dx − Σ g_i V(x_i) φ_i.

Now choose φ = K_j, the ladder's response to unit current injected at node j, joined linearly between nodes. Multiplying the equations for K_j by e_i and summing shows that the left side is e_j. Hence

e_j = ∫ (W/ρ_c) V K_j dx − Σ g_i V(x_i) K_j(x_i).

The sum is the trapezoid rule for the integral, so the nodal error is a quadrature error. With q = V K_j on one link of length h, two integrations by parts give

∫ q ds − h[q(0) + q(h)]/2 = −½ ∫ s(h−s) q'' ds.

Here s(h−s) ≤ h²/4, and q'' = V K_j/L_T² + 2V'K_j' because K_j is linear on the link.

The unit current injected at j splits left and right and is then only drained by shunts. No link carries more than one unit, so |K_j'| ≤ R_s/W, and K_j is largest at j. Since Σ g_i K_j(x_i) = 1, its smallest value is at most ρ_c/(WL). Its largest exceeds its smallest by at most R_s L/W. Using ∫(W/ρ_c)V dx = I for the first part of q'', and ∫|V'|dx ≤ V(0) for the second, we obtain

|e_j| ≤ (h_max²/8L_T²)[I(R_s L/W + ρ_c/(WL)) + 2V(0)].

This proves second order at every node, however irregular the mesh. Among 200 random ten-link meshes, the largest ratio of error to bound was 0.19.

For j = 0, K_0 = v/I falls with x, as V does. Then q'' > 0, the trapezoid sum is too large, and e_0 < 0. With uniform coefficients the ladder therefore approaches R from below.

**Size of the error and choice of mesh**

On a fine mesh K_0 may be replaced by V/I, and each link contributes −(W/ρ_c)(h³/12)q''. Write V = A cosh u, with u = (L−x)/L_T. Then Iq'' = VV'' + 2V'² = A²f/L_T², where

f(u) = cosh² u + 2 sinh² u.

Also I V(0) = W A² sinh(2λ)/(2R_s L_T). Division gives

R_h/R − 1 ≈ −Σ h_k³ f(u_k)/(6L_T³ sinh 2λ),

with u_k at the link midpoint. For the hand ladder the terms (h_k/L_T)³ f are 0.26, 1.15, 1.37 and 0.77. Their sum, 3.55, divided by 6 sinh 4 = 164, gives −2.2%, in agreement with the direct result.

The formula also explains the alternating mesh. Its steps are h/2 and 3h/2, whose mean cube is (1/8 + 27/8)h³/2 = 1.75h³. The errors at N = 320 have the ratio 1.75.

To reduce the error of R at fixed N, minimize ∫h²f dx while holding ∫dx/h fixed. Varying h gives 2hf = constant/h², so h should be proportional to f^(−1/3), with small steps at the front. The leading error divided by that of a uniform mesh is then

(∫f^(1/3)du)³/(λ² ∫f du), with both integrals from 0 to λ.

For N = 400 this ratio is 0.68 at L = 200 nm and 0.18 at L = 600 nm, both confirmed by the ladder. Grading gains little for a contact of two transfer lengths and more for a long one. This mesh is optimal for R, not for the potential at every node.

**Coefficients that vary**

With varying R_s, let K_0 be interpolated on each link with slope proportional to R_s. The identity then survives, because ∫R_s J dx is the exact potential drop times W. Its right side becomes the integral of (W/ρ_c)[q(x) − q(nearest node)].

On a link with smooth coefficients, the first-order differences from the two halves have opposite signs and cancel, leaving O(h³) per link and O(h²) in total. A link containing a jump may leave O(h²), but a fixed number of such links does not spoil the order of R.

For a smooth check, multiply R_s by 1 + x/(2L) and 1/ρ_c by 1 + 0.6 sin(πx/L). The ratio Y = J/V obeys

Y' = J'/V − JV'/V² = −W/ρ_c + R_s Y²/W, Y(L) = 0.

Integrating back to x = 0 gives R = 1/Y(0) = 9.368 ohm. Ladders on alternating meshes approach this value with order 2.00.

Next let the first 50 nm be poor, with R_s = 150 ohm per square and ρ_c = 3×10⁻⁸ ohm cm², and leave the rest unchanged. Let z be the resistance of the rear section. In the front section define κ = √(R_s/ρ_c) and Z = √(R_s ρ_c)/W. At distance s in front of the junction, where current I_b enters the rear section,

V = I_b(z cosh κs + Z sinh κs),
J = I_b[cosh κs + (z/Z) sinh κs].

Their ratio at s = 50 nm is

R = Z(z + Z tanh κs)/(Z + z tanh κs) = 15.51 ohm.

Averaging R_s and 1/ρ_c over the whole contact and using the uniform formula gives 12.11 ohm, 22% too low. The averages do not know that the poor part lies where V and J are largest.

With 161 equal links the jump falls inside a link. Integrated elements give a relative error of −1.6×10⁻⁵. Taking ρ_c at the node for its whole interval assigns a length h/4 to the wrong material, and the error is then 1.0×10⁻³. With 641 links the jump lies at the same fraction of a link, and comparing the two meshes gives orders 2.00 and 1.00. For other mesh sizes the misassigned length, and with it the error of the second method, can change sign or nearly vanish.

**What the one-dimensional contact leaves out**

The mesh error is soon smaller than the error of the model. Each estimate below changes one assumption of the uniform example, and the changes need not add.

Take a layer of thickness t = 50 nm. The vertical current density falls about linearly from j at the interface to zero at the bottom. The layer resistivity is R_s t, so at depth z the potential differs from its value at the top by R_s t j(z − z²/(2t)). The depth average is R_s t² j/3, which acts like an increase of ρ_c by R_s t²/3. This estimate raises R by 4.7%, while a two-dimensional solution gives 4.3%.

Real contacts often sit inside a larger diffusion. With 100 nm margins at the sides and behind the contact, a planform solution lowers R by about 2.5% (2.4% on a 5 nm mesh, 2.45% when converged), after the uniform resistance of the wider approach has been subtracted. The sign depends on the margin: with 200 nm margins R is 1.8% higher, and with 400 nm margins 17% higher, because the current must then converge from the wider approach onto the contact.

The metal is not exactly an equipotential either. Replace it by a silicide of 8 ohm per square, a rough value for a thin film, with its terminal at the far end. The resistance from the front of the layer to that terminal is 7.0% above R. The correction depends on the terminal position: with the terminal at the front edge it is 3.4%.

At a test current of 0.1 mA, V(0) is 1.04 mV, against kT/q = 25.85 mV at 300 K. As a trial of nonlinearity, replace V/ρ_c by (kT/qρ_c)[exp(qV/kT) − 1]. This changes R by −0.8% for current into the metal and +0.8% for the reverse. The law as written conducts more easily from layer to metal, the polarity of a p-type Schottky contact; for an n-type diode the two signs are exchanged. It is a trial law, not a tunnelling calculation for this interface. The resistivity R_s t = 5×10⁻⁴ ohm cm corresponds to a doping near 2×10²⁰ cm⁻³, where tunnelling dominates and its energy scale, roughly 0.1 to 0.2 eV, is several times kT. The figure therefore indicates only that the nonlinearity is small at this current.

For these inputs a reasonable reading is about 10 ohm µm, with model corrections of several per cent. In a real contact the inputs themselves can matter more. Forming the silicide consumes silicon, so R_s must be that of the layer left beneath it, which can exceed the value measured outside the contact. In the uniform formula, doubling R_s raises R by 37%, and doubling ρ_c raises it by 53%. Twenty uniform links already bring the mesh error to 0.12%. The numerical output lists the remaining digits.

Computed results

```
Rs = 100 ohm/sq, rho_c = 1.0e-08 ohm cm2
L = 200 nm, W = 1000 nm, LT = 100.00 nm, L/LT = 2.000
uniform solution R = 10.373147 ohm = 10.3731 ohm um
far-end V(L)/I = 2.757206 ohm
hand ladder: x nm, r to next ohm, g S, Y S, V/I ohm, exact V/I ohm
 0, 2.000, 0.01000, 0.098574, 10.14468, 10.37315
 20, 4.000, 0.03000, 0.107642, 8.34757, 8.56794
 60, 6.000, 0.05000, 0.112618, 5.75507, 5.93047
 120, 8.000, 0.07000, 0.100303, 3.59284, 3.68758
 200, none, 0.04000, 0.040000, 2.72185, 2.75721
hand ladder relative error of R = -2.202 %
N, relative error of R: uniform, alternating 1:3, random mesh
 10, -4.7200e-03, -7.4434e-03, -6.6743e-03
 20, -1.1867e-03, -1.9796e-03, -1.4161e-03
 40, -2.9709e-04, -5.0817e-04, -4.0545e-04
 80, -7.4299e-05, -1.2858e-04, -1.0914e-04
 160, -1.8576e-05, -3.2330e-05, -2.8055e-05
 320, -4.6442e-06, -8.1052e-06, -6.9834e-06
order, uniform: R 1.999, largest nodal error 1.999
order, alternating: R 1.983, largest nodal error 1.983
order, random: R 1.916, largest nodal error 1.916
error coefficient: formula 0.118893, ladder 0.118892
Richardson from N=20,40: relative error -5.614e-07
order of local residual, alternating mesh: 0.974
200 random meshes: largest error/bound = 0.187
L = 200 nm: graded/uniform error 0.6800, predicted 0.6800
L = 600 nm: graded/uniform error 0.1769, predicted 0.1769
N = 200000: rounding error 5.7e-13 subtraction-free, 1.9e-07 assembled matrix
smooth coefficients: R = 9.36820 ohm, order 1.995
poor edge 50 nm: Rs 150 ohm/sq, rho_c 3.0e-08 ohm cm2
poor edge R = 15.50807 ohm; averaged coefficients give 12.11247 ohm
jump in a cell, N=161: error -1.61e-05 integrated, 1.04e-03 sampled
jump in a cell: order 2.001 integrated, 0.997 sampled
vertical flow, 50 nm layer: R change 4.34 %, estimate 4.73 %
diffusion margin 100 nm: R change -2.4 %
silicide rail 8 ohm/sq, far terminal: R change 7.0 %
test current 0.1 mA: V(0) = 1.037 mV, kT/q at 300 K = 25.85 mV
exponential law, current sign +1: R change -0.76 %
exponential law, current sign -1: R change 0.77 %
```
